How Thinning a Strained Film Changes Its Normal Strain

Q: I grow a coherent film on a thick substrate, cut a cross-section lamella, and measure the film's lattice spacing along the growth direction by electron diffraction. The lamella is thin and has two new free faces. Does the spacing I measure still tell me the strain of the film as grown?

A: Not without a correction. The new faces remove a stress that was acting on the film, and the normal spacing responds. To find the size of the response we need axes and a reference for strain.

Let z be the film normal, x the in-plane direction along the lamella, and y the direction in which you thin. The film is cubic with (001) growth. Its stress-free lattice parameter is a_f and that of the substrate is a_s. The misfit is

f = (a_f − a_s)/a_s.

I write e_x, e_y, e_z for elastic strains, measured from the film's own stress-free lattice, and E_x, E_y, E_z for total strains, measured from the substrate lattice. A film spacing along z is a_f(1 + e_z) = a_s(1 + f)(1 + e_z), so to first order

E_z = f + e_z,

and likewise for x and y. Coherence along x means E_x = 0, hence e_x = −f. I call this value e. A film with the larger lattice has f > 0 and is compressed in the plane, e < 0.

Q: What fixes the normal strain before I cut anything?

A: The free top surface. The film is wide and uniform, so the normal stress s_z vanishes throughout its thickness. The substrate holds both in-plane directions, e_x = e_y = e. For cubic axes the stress law gives

s_z = C11 e_z + C12(e_x + e_y) = 0,

and therefore

e_z = −(C12/C11)(e_x + e_y). (1)

With both in-plane strains equal to e,

e_z(film) = −2(C12/C11) e. (2)

This is the biaxial state. The film is under stress along x and y and is free along z.

Q: And in the lamella?

A: Take first a film that is thick compared with the foil, and look well away from the interface. The faces at ±t/2, where t is the foil thickness, carry no force, so s_y = 0 through the thin foil. The top surface still gives s_z = 0. Along x the lamella is long and the substrate below it is tall, so I assume that e_x = e survives. For a foil normal along [010] the two conditions are

C11 e_y + C12(e + e_z) = 0,
C11 e_z + C12(e + e_y) = 0.

Subtracting them gives (C11 − C12)(e_y − e_z) = 0. A stable crystal has C11 > C12, so e_y = e_z. Putting this into either condition gives (C11 + C12)e_z = −C12 e, or

e_z(lamella) = −C12 e/(C11 + C12). (3)

One stress, s_x, remains: this is the uniaxial state. The change on thinning is (3) minus (2):

Δe_z = 2C12 e/C11 − C12 e/(C11 + C12)
= C12 e [2(C11 + C12) − C11]/[C11(C11 + C12)]
= C12(C11 + 2C12) e/[C11(C11 + C12)]. (4)

For an isotropic film with Poisson ratio ν, C11 and C12 are in the proportion (1 − ν) : ν. Then C12/C11 = ν/(1 − ν) and C12/(C11 + C12) = ν, so

Δe_z = [2ν/(1 − ν) − ν] e = ν(1 + ν) e/(1 − ν). (5)

The sign of Δe_z is that of e. A film compressed in the plane is stretched along z, and thinning removes part of that stretch. If ν = 0 the directions are uncoupled and nothing changes.

Q: The new faces are perpendicular to y, yet it is the z spacing that changes. What is the mechanism?

A: Relation (1) answers that. It used s_z = 0 and nothing about y, so it holds in both states. The normal strain follows the sum of the two in-plane strains. Write the relaxed lateral strain as e_y = −n e. Before thinning e_y was +e; afterwards it is −n e. From (1),

Δe_z = −(C12/C11)(−n e − e) = (C12/C11)(1 + n) e. (6)

For the [010] foil n = C12/(C11 + C12), and (6) reproduces (4). A compressed film expands through its new faces; when n > 0, as in this foil with C12 > 0, it ends slightly stretched along y. That expansion draws the z spacing in.

Q: Please put numbers in.

A: Take a_s = 10 bohr, a_f = 10.1 bohr and ν = 0.3 as model parameters. Then f = 0.1/10 = 0.01 and e = −0.01. The coupling ratio is C12/C11 = 0.3/0.7, so

e_z(film) = 2 × (0.3/0.7) × 0.01 = 0.00857,
e_z(lamella) = 0.3 × 0.01 = 0.00300,
Δe_z = −0.00557.

Equation (5) gives the same change: 0.3 × 1.3/0.7 = 0.557, times e. The elastic normal strain falls to 35% of its original value, in agreement with the ratio of (3) to (2),

ν(1 − ν)/(2ν) = (1 − ν)/2 = 0.35.

The normal lattice parameter falls from about 10.19 to 10.13 bohr, a change of −0.056 bohr, or about −3 pm. These are first-order results. The neglected terms are of order f², here 0.0001 in strain.

Q: So my strain is wrong by 65%?

A: Only if you ask for the elastic normal strain. A microscope usually compares the film with the substrate in the same image, and so reports E_z = f + e_z. The reference area should lie at least one foil thickness below the film, because the substrate close to the interface is strained too. The part f does not relax. In the example E_z falls from 0.01857 to 0.01300, a loss of 30%.

Suppose you convert that reading into a misfit with the biaxial relation. From (2),

E_z(film) = f(1 + 2C12/C11),

which for an isotropic film is f[1 + 2ν/(1 − ν)] = f(1 + ν)/(1 − ν). The relaxed lamella instead gives E_z = f(1 + ν). The apparent misfit is therefore

f_app = f(1 + ν) × (1 − ν)/(1 + ν) = f(1 − ν). (7)

Here f_app = 0.0070 instead of 0.0100. The inferred in-plane strain −f_app is too small in magnitude by the same 30% of its true value. This is the misreport of the original film strain. The spacing is measured correctly; the constraint assumed in its interpretation no longer exists.

Q: My foils are usually cut with a [110] normal. Does the direction matter?

A: It does when the crystal is elastically anisotropic. Let x lie along [1−10] and y along [110]. With strains e_x and e_y along these directions and no shear between them, the components on the cube axes are

e_11 = e_22 = (e_x + e_y)/2, e_12 = (e_y − e_x)/2.

The corresponding stresses are

s_11 = s_22 = (C11 + C12)(e_x + e_y)/2 + C12 e_z,
s_12 = 2C44 e_12 = C44(e_y − e_x).

The normal stress along [110] is (s_11 + s_22)/2 + s_12. Collecting terms,

s_y = Q e_y + P e_x + C12 e_z,
Q = (C11 + C12 + 2C44)/2,
P = (C11 + C12 − 2C44)/2.

Set s_y = 0 and e_x = e, and eliminate e_z with (1):

(Q − C12²/C11) e_y + (P − C12²/C11) e = 0,
n = (P − C12²/C11)/(Q − C12²/C11). (8)

Equation (6) then holds with this n. If P < C12²/C11, n is negative and the relaxed film stays slightly compressed along y. It still expands, because P + Q − 2C12²/C11 = (C11 − C12)(C11 + 2C12)/C11 > 0 makes 1 + n positive. As a model crystal take C12/C11 = 0.4 and C44/C11 = 0.5. In units of C11, Q = 1.2, P = 0.2 and C12²/C11 = 0.16, so n = 0.04/1.04 = 0.038. The [010] foil has n = 0.4/1.4 = 0.286.

With the same misfit of 0.01, both foils start from e_z = 0.0080. The [010] foil ends at 0.0029 and the [110] foil at 0.0038. Their apparent misfits are 0.0071 and 0.0077. In this crystal the [110] foil expands less along y, and its reading is closer to the original state.

Q: You assumed a film thicker than the foil. Mine is often thinner. What then?

A: The substrate now resists the expansion along y, and the strain varies through the foil. Part of the previous argument survives. Consider the material above any horizontal cut. Its top and side faces are free, and nothing varies along x, so the vertical force through the cut must vanish. Hence the average of s_z through the foil is zero at every height. I write such an average as ⟨ ⟩. Averaging the stress law gives

⟨e_z⟩ = −(C12/C11)(e + ⟨e_y⟩). (9)

The mechanism is unchanged, but ⟨e_y⟩ now varies with height. I measure how far the film as a whole has relaxed by the fraction

G = [E_z(film) − mean E_z]/[E_z(film) − E_z(lamella)],

where the mean is over the film cross-section and E_z(lamella) is the fully relaxed value. G = 0 is biaxial and G = 1 uniaxial. In an isotropic film the denominator is f[(1 + ν)/(1 − ν) − (1 + ν)] = νf(1 + ν)/(1 − ν), so

mean E_z = f(1 − νG)(1 + ν)/(1 − ν),
f_app = f(1 − νG). (10)

Q: Can G be calculated, or must I fit it?

A: For a layer buried in material of the same isotropic stiffness it can be calculated. Start with a misfit that varies as F = f cos kz.

In a very thick foil E_x = E_y = 0, and the biaxial result holds at each height: E_z = F(1 + ν)/(1 − ν). The stress on planes normal to y is −YF/(1 − ν), with Y Young's modulus. Cutting the faces removes this stress there. We therefore add a correction whose s_y at y = ±t/2 is +S cos kz, with S = Yf/(1 − ν), and whose shear stress vanishes there.

Since the correction has no strain along x, it derives from a stress function φ = g(y) cos kz:

s_y = ∂²φ/∂z² = −k²g cos kz,
s_z = ∂²φ/∂y² = g″ cos kz,
s_yz = −∂²φ/∂y∂z = k g′ sin kz.

These satisfy force balance identically. Compatibility of the strains requires ∇⁴φ = 0, that is (d²/dy² − k²)²g = 0. The solution even in y is

g = A cosh ky + B ky sinh ky.

Let a = kt/2. Zero shear at the face means g′ = 0:

A sinh a + B(sinh a + a cosh a) = 0,
A = −B(1 + a coth a).

The value of g at the face is then

g(t/2) = B[−cosh a − a cosh²a/sinh a + a sinh a]
= −B[cosh a + a/sinh a],

because cosh²a − sinh²a = 1. The condition −k²g(t/2) = S gives

k²B = S sinh a/(sinh a cosh a + a).

Now average through the foil. The average of cosh ky is sinh a/a, and that of ky sinh ky is cosh a − sinh a/a. So

⟨g⟩ = −B(1 + a coth a) sinh a/a + B(cosh a − sinh a/a)
= −2B sinh a/a,

since the two cosh a terms cancel. Thus ⟨s_y⟩ = −k²⟨g⟩ cos kz = S R cos kz, with

R = 2 sinh²a/[a(sinh a cosh a + a)].

Put q = kt = 2a and use 2 sinh²a = cosh q − 1 and 2 sinh a cosh a = sinh q:

R(q) = 4(cosh q − 1)/[q(sinh q + q)]. (11)

The average of s_z is zero because g′ vanishes at both faces. Zero extra strain along x requires ⟨s_x⟩ = ν⟨s_y⟩. The extra normal strain is therefore

−ν(⟨s_x⟩ + ⟨s_y⟩)/Y = −ν(1 + ν)⟨s_y⟩/Y = −ν(1 + ν)F R/(1 − ν).

Adding it to the thick-foil strain,

⟨E_z⟩ = F(1 − νR)(1 + ν)/(1 − ν). (12)

R is thus the relaxed fraction for one wave. For small q, cosh q − 1 ≈ q²/2 and sinh q + q ≈ 2q, so R → 1. For large q, R → 4/q: the relaxation is then confined to regions near the two faces, whose share of the foil shrinks as the foil thickens. A finite-element solution of the foil cross-section tests (11): at q = 4 it gives 0.8406 against 0.8408 from the formula.

Q: My layer is a slab, not a cosine.

A: The problem is linear, so waves can be added. A layer occupying |z| < h/2 has the profile

∫ (dk/2π) [2 sin(kh/2)/k] cos kz, k from −∞ to ∞.

Each wave is multiplied by R(kt). Averaging cos kz over the layer gives sin(kh/2)/(kh/2). With s = kh/2 and dk = 2ds/h, the product becomes

G = (2/π) ∫₀^∞ R(2st/h) (sin s/s)² ds. (13)

For h ≫ t the argument of R is small wherever the integrand matters. Then R → 1, the integral is π/2 and G → 1. For h ≪ t the argument is large at any fixed s > 0, so R and with it G tend to zero. A sufficiently thin buried layer therefore keeps its biaxial strain.

For h/t = 0.1, 0.3, 1 and 3, equation (13) gives G = 0.35, 0.65, 0.90 and 0.97. Finite elements agree within 0.01 in each case.

Q: My film is on top, with no cap. Can I use the same numbers?

A: No, they are too small. The elastic energy for a displacement u is K − L plus a constant. K is quadratic in u and collects the stiffness of all the material. L is linear in u and comes from the misfitting film alone. At the minimum K = L/2, so the energy is −L/2 plus the constant. Removing the cap removes a non-negative part of K and leaves the form of L unchanged. The minimum cannot rise, so L at the minimum cannot fall.

For this misfit L is proportional to f times the film average of E_y + E_z. Inserting e_y = E_y − f and e = −f into (9) gives, for film averages,

E_z = f + (C12/C11)(2f − E_y),
E_y + E_z = f(1 + 2C12/C11) + (1 − C12/C11)E_y.

For f > 0 a larger sum means a larger E_y and hence a smaller E_z, which is a larger G. For f < 0 all signs reverse together. The uncapped film therefore relaxes at least as much as the buried layer.

Finite elements give G = 0.63, 0.86, 0.95 and 0.98 for the same four values of h/t. At h/t = 0.1, halving the mesh spacing changes G by about 0.003.

Q: That first value surprises me. A film ten times thinner than the foil is already more than half relaxed?

A: Yes, in this model. A ratio of 0.1 is not small enough to protect an uncapped film. At h/t = 0.1 equation (10) gives

f_app = 0.01 × (1 − 0.3 × 0.629) = 0.0081,

an underestimate of 19% of the true misfit. The buried layer at the same ratio gives 0.0089, an underestimate of about 11%. The substrate under the film ends at the same two free faces and can itself be stretched by the film. The calculation includes this compliance but does not separate it from relaxation inside the film.

At the other end the numbers have a simple reading. At h/t = 3 the unrelaxed remainder 1 − G is 0.032 for the buried layer and 0.016 for the surface film. Once the film is thick, its interior is uniaxial and the remainder sits near the interfaces. A buried layer has two of them, a surface film one. The free top adds nothing, because the uniaxial state already has s_z = 0 there. The remainder per interface is then fixed, and its share of the film falls as t/h.

Q: How should I correct a measurement?

A: G is a mean over the film cross-section, and the local relaxation varies with height: it is smaller near the interface and, in an uncapped film, larger near the top. So average the reading over the height of the film first. Then, for a nearly isotropic film, estimate h/t, take G for the correct geometry, and invert (10):

f = f_app/(1 − νG).

For an uncapped film with h = t and ν = 0.3, the apparent misfit would be 0.00714, and division by 1 − 0.3 × 0.952 restores 0.0100. For an anisotropic crystal, (6) and (8) give the fully relaxed end state. The values of G quoted here are for uniform isotropic stiffness. They do not depend on ν: the correction obeys ∇⁴φ = 0 with prescribed tractions proportional to S, so ⟨s_y⟩/S contains no elastic constant, as R in (11) shows. Using them to interpolate in an anisotropic crystal is an approximation.

A second check is to measure the same film at several foil thicknesses. If relaxation is the cause, E_z should drift from the biaxial towards the uniaxial value as t decreases.

Q: When would even this correction fail?

A: When one of its assumptions does. If the lamella is short along x, or its remaining substrate is too shallow to hold the film, e_x relaxes as well. The second condition is severe when a long lamella is free to bend in its own plane. For uniform stiffness, force and moment balance show that a substrate ten times as tall as the film still lets about a third of e_x relax; at a hundred times the loss is about 4%. The reading then depends on the reference area too. Take an isotropic thin foil, away from the interface, and let the total strain along x be E_x in the film and E_r in the reference area. The normal strains are f − ν(E_x − f) and −νE_r, so the image reports their difference, f(1 + ν) − ν(E_x − E_r). If the film relaxes completely (E_x = f) while the reference stays unstrained, the reading is f. The biaxial relation would then return f(1 − ν)/(1 + ν), which is below the fully relaxed value in (7). If bending strains both areas alike, the reading stays at f(1 + ν).

Dislocations change the coherent constraint, and damaged surface layers can carry stresses of their own. A film much stiffer or softer than its substrate needs a new calculation of G.

The reading itself is also idealized here as a plain average through the foil. Near the interface the lattice planes bend and the spacing varies with depth. Dynamical diffraction can weight some depths more than others, and the apparent strain then depends on the imaging conditions. In the interior of a film several times thicker than the foil the strain is nearly uniform through the depth, and this difficulty is smallest there. That is also where the constraint is closest to uniaxial, so the correction is large but well defined, provided the substrate is tall enough to hold e_x. The end-state strains and the values of R and G are listed in the numerical output.

Computed values

```
substrate lattice parameter      10.0000 bohr
stress-free film parameter       10.1000 bohr
Poisson ratio                    0.30 (dimensionless)
misfit f                         0.01000 (dimensionless)
in-plane elastic strain e        -0.01000 (dimensionless)
normal elastic strain, film      0.008571 (dimensionless)
normal elastic strain, lamella   0.003000 (dimensionless)
normal-strain change             -0.005571 (dimensionless)
change divided by e              0.5571
lamella/film normal strain ratio 0.3500
total normal strain, film        0.018571
total normal strain, lamella     0.013000
normal lattice parameter, film   10.1857 bohr
normal lattice parameter, lamella 10.1300 bohr
lattice parameter change         -0.0557 bohr
lattice parameter change         -2.95 pm
apparent misfit, full relaxation 0.00700
sinusoidal misfit: kt, R formula, R elements (dimensionless)
    1.0  0.9987  0.9986
    4.0  0.8408  0.8406
   12.0  0.3333  0.3327
relaxed fraction: h/t, buried formula, buried elements, surface elements
   0.1  0.352  0.349  0.629
   0.3  0.645  0.644  0.862
   1.0  0.901  0.901  0.952
   3.0  0.968  0.968  0.984
apparent misfit: h/t, buried layer, surface film (dimensionless)
   0.1  0.00895  0.00811
   0.3  0.00806  0.00741
   1.0  0.00730  0.00714
   3.0  0.00710  0.00705
surface G at h/t=0.1, change on halving mesh 0.0027
cubic model: C12/C11 = 0.40, C44/C11 = 0.50
  foil normal [010]: n = 0.2857, e_z film = 0.008000
    e_z lamella = 0.002857, change = -0.005143
    apparent misfit = 0.00714
  foil normal [110]: n = 0.0385, e_z film = 0.008000
    e_z lamella = 0.003846, change = -0.004154
    apparent misfit = 0.00769
cubic deep film, total e_z/f: elements 1.2856, formula 1.2857
```
